**Finite nuclear mass and the orbital g factor of hydrogen**

For a neutral atom with zero pseudomomentum, the program tests $g_L=1-m/M$, where $m$ and $M$ are the electron and proton masses and the Bohr magneton contains $m$. Exact algebra asserts, for five mass ratios, that the two-particle Hamiltonian acting on pseudomomentum eigenfunctions agrees with the reduced Hamiltonian. Newton's equations for two Coulomb-bound charges are integrated separately, and the precession of the orbit gives $g_L=0.00000$, $0.75000$ and $0.95000$ for $M/m=1$, $4$ and $20$. Further assertions cover the electron and proton current contributions, the mean square orbital size in the quadratic term, and the $n=2$ levels of an atom moving across the field. For spinless hydrogen at 1 T, the output shows that finite proton mass lowers the splitting between $m_l=+1$ and $m_l=-1$ by 15.2 MHz. In the linear model, motion across the field cancels this reduction at a speed of about 12.0 km/s.

## Program and output

```python
"""Orbital g factor of a hydrogen atom with a nucleus of finite mass.

Result under test: for zero pseudomomentum K, the term linear in a uniform
field B is g_L * mu_B * B.L / hbar with g_L = 1 - m/M.
m, M   : electron and proton mass;  total = m + M;  mu = m*M/total
-e, +e : electron and proton charge;  mu_B = e*hbar/(2m)
r      : electron position minus proton position;  L = r x p
K      : sum over particles of p_i + (q_i/2) B x r_i, conserved in the field
Spin and relativistic corrections are left out.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import solve_ivp


# Exact operator test. Wave functions are written f*exp(i*S), hbar = 1.
# Plane waves exp(i k.r) with arbitrary k determine a differential operator.
def momentum(f, phase, coordinate):
    return -sp.I * sp.diff(f, coordinate) + f * sp.diff(phase, coordinate)


def kinetic_energy(phase, position, charge, mass, field):
    vector_potential = field.cross(position) / 2
    total_value = 0
    for j in range(3):
        first = (momentum(sp.Integer(1), phase, position[j])
                 - charge * vector_potential[j])
        second = (momentum(first, phase, position[j])
                  - charge * vector_potential[j] * first)
        total_value += second / (2 * mass)
    return total_value


pos_e = sp.Matrix(sp.symbols("xe ye ze", real=True))
pos_p = sp.Matrix(sp.symbols("xp yp zp", real=True))
field = sp.Matrix(sp.symbols("Bx By Bz", real=True))
pseudo = sp.Matrix(sp.symbols("Kx Ky Kz", real=True))
wave = sp.Matrix(sp.symbols("kx ky kz", real=True))
rel = sp.Matrix(sp.symbols("x y z", real=True))
q = sp.Symbol("e", positive=True)
mass_values = [sp.Integer(1), sp.Integer(2), sp.Rational(7, 3),
               sp.Integer(5), sp.Integer(1836)]
for heavy in mass_values:
    light = sp.Integer(1)
    total = light + heavy
    mu = light * heavy / total
    separation = pos_e - pos_p
    centre = (light * pos_e + heavy * pos_p) / total
    phase = ((pseudo + q * field.cross(separation) / 2).dot(centre)
             + wave.dot(separation))
    two_body = (kinetic_energy(phase, pos_e, -q, light, field)
                + kinetic_energy(phase, pos_p, q, heavy, field))
    # The states must be eigenfunctions of all components of K.
    for j in range(3):
        k_value = (sp.diff(phase, pos_e[j]) + sp.diff(phase, pos_p[j])
                   - q * field.cross(pos_e)[j] / 2
                   + q * field.cross(pos_p)[j] / 2)
        assert sp.expand(k_value - pseudo[j]) == 0
    rel_phase = wave.dot(rel)
    p_vec = sp.Matrix([momentum(sp.Integer(1), rel_phase, c) for c in rel])
    p_squared = sum(momentum(p_vec[j], rel_phase, rel[j]) for j in range(3))
    b_cross_r = field.cross(rel)
    reduced = (pseudo.dot(pseudo) / (2 * total) + p_squared / (2 * mu)
               + q / (2 * light) * (1 - light / heavy)
               * field.dot(rel.cross(p_vec))
               + q**2 / (8 * mu) * b_cross_r.dot(b_cross_r)
               + q / total * pseudo.dot(b_cross_r))
    reduced = reduced.subs(dict(zip(rel, separation)), simultaneous=True)
    assert sp.expand(two_body - reduced) == 0


# Newtonian two-body test with the Coulomb force, in units e = m = k = 1.
# The perihelion precesses at g_L*B/2 when K = 0.
def perihelion_rate(heavy, b):
    total = 1.0 + heavy
    mu = heavy / total
    eccentricity = 0.5
    r0 = np.array([1 - eccentricity, 0.0])
    speed = np.sqrt((1 + eccentricity) / (mu * (1 - eccentricity)))
    v0 = np.array([0.0, speed])
    v_centre = b * np.array([-r0[1], r0[0]]) / total
    start = np.concatenate([heavy / total * r0, -r0 / total,
                            v_centre + heavy / total * v0,
                            v_centre - v0 / total])

    def motion(t, y):
        r = y[0:2] - y[2:4]
        attraction = -r / np.hypot(r[0], r[1])**3
        v_e, v_p = y[4:6], y[6:8]
        acc_e = attraction - b * np.array([v_e[1], -v_e[0]])
        acc_p = (-attraction + b * np.array([v_p[1], -v_p[0]])) / heavy
        return np.concatenate([v_e, v_p, acc_e, acc_p])

    def perihelion(t, y):
        return np.dot(y[0:2] - y[2:4], y[4:6] - y[6:8])

    perihelion.direction = 1
    period = 2 * np.pi * np.sqrt(mu)
    run = solve_ivp(motion, (0, 10.5 * period), start, method="DOP853",
                    rtol=1e-11, atol=1e-12, events=perihelion)
    assert run.success
    t_last = run.t_events[0][-1]
    assert t_last > 9.5 * period
    y_last = run.y_events[0][-1]
    r_last = y_last[0:2] - y_last[2:4]
    return np.arctan2(r_last[1], r_last[0]) / t_last


b_orbit = 1e-3
g_orbit = {}
for heavy in (1.0, 4.0, 20.0):
    # Reversing B removes the precession that is even in B.
    odd_rate = (perihelion_rate(heavy, b_orbit)
                - perihelion_rate(heavy, -b_orbit)) / 2
    g_orbit[heavy] = odd_rate / (b_orbit / 2)
    # Remaining terms are of higher order in the small field.
    assert abs(g_orbit[heavy] - (1 - 1 / heavy)) < 2e-4

# Hydrogen: current shares from positions and velocities about the centre.
m, M = const.m_e, const.m_p
e, h, hbar = const.e, const.h, const.hbar
total, mu = m + M, m * M / (m + M)
g_L = 1 - m / M
r_test, v_test = np.array([0.7, -0.4]), np.array([0.3, 1.1])


def cross_z(a, b):
    return a[0] * b[1] - a[1] * b[0]


orbit_e = cross_z(M / total * r_test, M / total * v_test)
orbit_p = cross_z(-m / total * r_test, -m / total * v_test)
L_test = m * orbit_e + M * orbit_p
share_e = m * orbit_e / L_test
share_p = -m * orbit_p / L_test
assert abs(share_e + share_p - g_L) < 1e-13
assert abs(share_e - M / total) < 1e-13
assert abs(share_p / (-m**2 / (M * total)) - 1) < 1e-10

# n = 2 orbitals (lengths in reduced-mass Bohr radii) on a product grid.
r_nodes, r_weights = np.polynomial.laguerre.laggauss(12)
c_nodes, c_weights = np.polynomial.legendre.leggauss(10)
phi_nodes = 2 * np.pi * np.arange(12) / 12
r, c, phi = np.meshgrid(r_nodes, c_nodes, phi_nodes, indexing="ij")
s = np.sqrt(1 - c**2)
weight = (r_weights[:, None, None] * c_weights[None, :, None]
          * (2 * np.pi / 12) * r**2)
# The factor exp(-r) of each orbital product is in the radial weights.
orbitals = [(2 - r) / (4 * np.sqrt(2 * np.pi)) + 0j,
            r * c / (4 * np.sqrt(2 * np.pi)) + 0j,
            r * s * np.exp(1j * phi) / (8 * np.sqrt(np.pi)),
            r * s * np.exp(-1j * phi) / (8 * np.sqrt(np.pi))]


def matrix_of(function):
    return np.array([[np.sum(weight * np.conj(f) * function * g)
                      for g in orbitals] for f in orbitals])


assert np.allclose(matrix_of(np.ones_like(r)), np.eye(4), atol=1e-11)
x_matrix = matrix_of(r * s * np.cos(phi))
rho2 = matrix_of((r * s)**2)[2, 2].real
assert abs(rho2 - 24) < 1e-9

B = 1.0
mu_B = e * hbar / (2 * m)
a_bohr = const.physical_constants["Bohr radius"][0] * m / mu
unit_GHz = mu_B * B / h / 1e9
zeeman_GHz = g_L * unit_GHz


def linear_levels(speed):
    stark_GHz = e * a_bohr * speed * B / h / 1e9
    return np.linalg.eigvalsh(np.diag([0, 0, zeeman_GHz, -zeeman_GHz])
                              + stark_GHz * x_matrix)


speed = 2000.0
stark_shift = 3 * e * a_bohr * speed * B / h / 1e9
root = np.hypot(zeeman_GHz, stark_shift)
levels = linear_levels(speed)
assert np.allclose(levels, [-root, 0, 0, root], atol=1e-9)
split_rest = np.ptp(linear_levels(0.0))
split_moving = np.ptp(levels)
split_infinite = 2 * unit_GHz
split_wrong = 2 * e * hbar * B / (2 * mu) / h / 1e9
speed_cancel = np.sqrt(1 - g_L**2) * mu_B / (3 * e * a_bohr)
assert abs(np.ptp(linear_levels(speed_cancel)) - split_infinite) < 1e-8
quadratic_MHz = e**2 * B**2 * rho2 * a_bohr**2 / (8 * mu) / h / 1e6

print(f"Mass ratio m/M: {m / M:.9f} (dimensionless)")
print(f"g_L = 1 - m/M: {g_L:.9f} (dimensionless)")
print(f"Electron current share of g_L: {share_e:.9f} (dimensionless)")
print(f"Proton current share of g_L: {share_p:.4e} (dimensionless)")
print(f"Wrong guess m -> mu, g: {m / mu:.9f} (dimensionless)")
print(f"Squared fine-structure constant: {const.alpha**2:.4e} (dimensionless)")
print(f"Orbit test, field B: {b_orbit:.4f} (units e = m = k = 1)")
for heavy, value in g_orbit.items():
    print(f"Orbit test, M/m = {heavy:.0f}: g from precession {value:.5f}, "
          f"1 - m/M {1 - 1 / heavy:.5f} (dimensionless)")
print(f"Magnetic field: {B:.1f} T")
print(f"mu_B B/h: {unit_GHz:.6f} GHz")
print(f"Shift of m_l = +1, linear term: {zeeman_GHz:.6f} GHz")
print(f"Splitting m_l = +1 to -1, infinite M: {split_infinite:.6f} GHz")
print(f"Splitting m_l = +1 to -1, finite M: {split_rest:.6f} GHz")
print(f"Change by finite M: {(split_rest - split_infinite) * 1e3:.4f} MHz")
print(f"Change by wrong guess: {(split_wrong - split_infinite) * 1e3:.4f} MHz")
print(f"Reduced-mass Bohr radius a: {a_bohr * 1e12:.5f} pm")
print(f"Mean x^2 + y^2 for 2p, m_l = +1 or -1: {rho2:.4f} a^2")
print(f"Common quadratic shift of m_l = +1, -1: {quadratic_MHz:.4f} MHz")
print(f"Transverse speed of moving atom: {speed:.0f} m/s")
print(f"Motional electric field: {speed * B:.0f} V/m")
print(f"Motional Stark energy 3 e a v B/h: {stark_shift * 1e3:.4f} MHz")
print(f"Outer splitting of moving atom: {split_moving:.6f} GHz")
print(f"Change by motion: {(split_moving - split_rest) * 1e3:.4f} MHz")
print(f"Speed where motion cancels recoil: {speed_cancel / 1e3:.3f} km/s")
print("checks complete")
```

Output:

```
Mass ratio m/M: 0.000544617 (dimensionless)
g_L = 1 - m/M: 0.999455383 (dimensionless)
Electron current share of g_L: 0.999455679 (dimensionless)
Proton current share of g_L: -2.9645e-07 (dimensionless)
Wrong guess m -> mu, g: 1.000544617 (dimensionless)
Squared fine-structure constant: 5.3251e-05 (dimensionless)
Orbit test, field B: 0.0010 (units e = m = k = 1)
Orbit test, M/m = 1: g from precession 0.00000, 1 - m/M 0.00000 (dimensionless)
Orbit test, M/m = 4: g from precession 0.75000, 1 - m/M 0.75000 (dimensionless)
Orbit test, M/m = 20: g from precession 0.95000, 1 - m/M 0.95000 (dimensionless)
Magnetic field: 1.0 T
mu_B B/h: 13.996245 GHz
Shift of m_l = +1, linear term: 13.988622 GHz
Splitting m_l = +1 to -1, infinite M: 27.992490 GHz
Splitting m_l = +1 to -1, finite M: 27.977245 GHz
Change by finite M: -15.2452 MHz
Change by wrong guess: 15.2452 MHz
Reduced-mass Bohr radius a: 52.94654 pm
Mean x^2 + y^2 for 2p, m_l = +1 or -1: 24.0000 a^2
Common quadratic shift of m_l = +1, -1: 0.3579 MHz
Transverse speed of moving atom: 2000 m/s
Motional electric field: 2000 V/m
Motional Stark energy 3 e a v B/h: 76.8145 MHz
Outer splitting of moving atom: 27.977666 GHz
Change by motion: 0.4218 MHz
Speed where motion cancels recoil: 12.025 km/s
checks complete
```
